# Correlation Length of a Surface Step Between Hard Walls

## Problem

A single atomic step on a crystal surface runs along the \(y\) direction. Its position across the surface is \(x(y)\). The step has stiffness \(B=0.50\) eV/nm, is in thermal equilibrium at \(T=300\) K, and is confined to \(0<x<w\) by two fixed, impenetrable walls with \(w=10\) nm. The walls exert no other force. The step is very long, has no overhangs, and its slope is small once averaged over many atomic spacings.

The positional correlation function is

\[
C(y)=\langle x(0)\,x(y)\rangle-\langle x\rangle^2 ,
\]

and the correlation length \(\xi\) is defined by \(C(y)\propto e^{-|y|/\xi}\) at large \(|y|\). It is claimed that \(\xi\) is near 131 nm. Use the eigenvalues of the transfer operator to decide whether the claim is right.

Nanometres, electronvolts and kelvins are used throughout.

## A tempting solution

The statistical weight of the step is built up by a transfer operator that advances it along \(y\). Between hard walls this operator has eigenfunctions \(\sin(n\pi x/w)\) and eigenvalues \(e^{-\lambda_n y}\), with

\[
\lambda_n=\frac{kT}{2B}\left(\frac{n\pi}{w}\right)^2 .
\]

At large \(y\) the largest eigenvalue, \(n=1\), dominates. Everything then decays as \(e^{-\lambda_1 y}\), so

\[
\xi=\frac{1}{\lambda_1}=\frac{2Bw^2}{\pi^2kT}=392\ \text{nm},
\]

and the claim seems wrong by a factor of three.

## Where it fails

The eigenvalues are correct. The fault is in reading a decaying statistical weight as a decaying correlation.

Add to the step a constant energy \(v\) per unit distance along \(y\). Every configuration of a step that spans a distance \(L\) along \(y\) gains the same factor \(e^{-vL/kT}\), so no average changes. Yet each \(\lambda_n\) becomes \(\lambda_n+v/kT\), and \(1/\lambda_1\) changes. A correlation length cannot depend on \(v\), so it can contain differences of the \(\lambda_n\) but not \(\lambda_1\) alone.

The quantity \(e^{-\lambda_1y}\) does have a meaning. With the free-step weight normalized to one, it gives the decay of the probability that an unconfined step has touched neither wall over a length \(y\). In an average for a confined step, this factor appears in both numerator and denominator and cancels. What remains must be worked out from the start.

## Right solution

### Energy of a gently sloping step

Let \(\beta(\theta)\) be the free energy per unit length of a step inclined at angle \(\theta\) to the \(y\) axis, and let \(p=dx/dy=\tan\theta\). A piece covering \(dy\) has length \(\sqrt{1+p^2}\,dy\). Since \(\theta=p+O(p^3)\),

\[
\beta(\theta)\sqrt{1+p^2}
=\left[\beta(0)+\beta'(0)p+\tfrac12\beta''(0)p^2\right]\left[1+\tfrac12p^2\right]+O(p^3).
\]

Collecting powers of \(p\) gives

\[
\beta(0)+\beta'(0)p+\tfrac12Bp^2+O(p^3),\qquad B=\beta(0)+\beta''(0).
\]

The first term is a constant, which cancels from averages. The second integrates to \(\beta'(0)[x(L)-x(0)]\), which involves only the ends and does not affect the interior of a long step. The energy that matters is

\[
E=\frac B2\int\left(\frac{dx}{dy}\right)^2dy .
\]

### The free step

Divide the step into slices of length \(s\). A straight segment with displacement \(\Delta x\) has slope \(\Delta x/s\) and energy \(B(\Delta x)^2/(2s)\). Its Boltzmann weight is therefore a Gaussian in \(\Delta x\) with variance \(kTs/B\). Variances of independent displacements add, so over any length \(y\) the normalized free weight is

\[
G_0(u;y)=\frac{1}{\sqrt{4\pi Dy}}\,e^{-u^2/(4Dy)},\qquad D=\frac{kT}{2B},
\]

where \(u=x-x'\). Differentiation gives

\[
\partial_yG_0=\left(-\frac1{2y}+\frac{u^2}{4Dy^2}\right)G_0,\qquad
\partial_x^2G_0=\left(-\frac1{2Dy}+\frac{u^2}{4D^2y^2}\right)G_0 ,
\]

so \(\partial_yG_0=D\,\partial_x^2G_0\). This is a diffusion equation in which distance along the step takes the place of time. The coefficient \(D\) is a length and describes equilibrium shapes, not motion.

### What a hard wall does

Take first one wall, at \(x=0\). Consider free paths from \(x'>0\) to \(x>0\) that touch the wall. Reflecting each path beyond its first contact turns it into a path from \(x'\) to \(-x\) of equal weight. Conversely, every path from \(x'\) to \(-x\) must cross the wall, and the same reflection restores it. The touching paths thus have total weight \(G_0(x+x';y)\), and the allowed ones have

\[
G_0(x-x';y)-G_0(x+x';y).
\]

This vanishes at \(x=0\). A second wall removes further paths and adds none, so the weight \(G(x,x';y)\) for paths between two walls also vanishes at \(x=0\). By symmetry it vanishes at \(x=w\). Away from the walls, a sufficiently short further piece of step behaves as if free, apart from exponentially small terms. Hence

\[
\partial_yG=D\,\partial_x^2G,\qquad G=0\ \text{at}\ x=0\ \text{and}\ x=w .
\]

The same function can be written as a sum over repeated reflections:

\[
G(x,x';y)=\sum_{m=-\infty}^{\infty}\left[G_0(x-x'+2mw;y)-G_0(x+x'+2mw;y)\right].
\]

Each term obeys the diffusion equation, and as \(y\to0\) only the direct term has its source inside the strip. At \(x=0\) the terms cancel in pairs \(m\leftrightarrow-m\), and at \(x=w\) in pairs \(m\leftrightarrow-m-1\), because \(G_0\) is even in its first argument.

### Eigenvalues

The normalized functions that vanish at both walls and are eigenfunctions of \(\partial_x^2\) are

\[
\phi_n(x)=\sqrt{\frac2w}\sin\frac{n\pi x}{w},\qquad n=1,2,3,\ldots
\]

Since \(-D\phi_n''=\lambda_n\phi_n\) with \(\lambda_n=D(n\pi/w)^2\),

\[
G(x,x';y)=\sum_n\phi_n(x)\phi_n(x')e^{-\lambda_ny}.
\]

For the given step \(D=0.025852/(2\times0.50)=0.025852\) nm, and

\[
\lambda_1=0.025852\left(\frac{\pi}{10}\right)^2=0.0025515\ \text{nm}^{-1},\qquad
\lambda_2=4\lambda_1=0.0102060\ \text{nm}^{-1}.
\]

Numerical diagonalization of the reflection sum over a length of 20 nm, which makes no use of the sine functions, gives the same two values to all digits shown.

### The correlation function

Let each free end be a distance \(\ell\) along \(y\) from the nearer of the two points of interest. Summing over the end position gives a function of \(x\),

\[
\int_0^wG(x,x';\ell)\,dx'=\sum_nc_n\phi_n(x)e^{-\lambda_n\ell},\qquad c_n=\int_0^w\phi_n\,dx' .
\]

For large \(\ell\) this is proportional to \(\phi_1(x)\). If \(\beta'(0)=0\), as for a step direction with mirror symmetry, all end positions have equal weight, as written here. The coefficient \(c_2\) is then zero by symmetry, and the first relative correction is of order \(e^{-(\lambda_3-\lambda_1)\ell}\). If \(\beta'(0)\ne0\), the end positions carry unequal weights, the \(n=2\) term survives, and the correction is of order \(e^{-(\lambda_2-\lambda_1)\ell}\). It still vanishes for large \(\ell\). Deep inside the step,

\[
\langle x(0)x(y)\rangle=
\frac{\int\!\!\int\phi_1(x)\,x\,G(x,x';y)\,x'\,\phi_1(x')\,dx\,dx'}
{\int\!\!\int\phi_1(x)\,G(x,x';y)\,\phi_1(x')\,dx\,dx'} .
\]

The denominator equals \(e^{-\lambda_1y}\). This is the normalization that the tempting solution left out. With \(x_{1n}=\int_0^w\phi_1x\phi_n\,dx\), inserting the expansion of \(G\) gives

\[
\langle x(0)x(y)\rangle=\sum_{n\ge1}x_{1n}^2e^{-(\lambda_n-\lambda_1)y}.
\]

The \(n=1\) term does not decay. It equals \(x_{11}^2=\langle x\rangle^2\), which the definition of \(C\) subtracts. Therefore

\[
C(y)=\sum_{n\ge2}x_{1n}^2e^{-(\lambda_n-\lambda_1)|y|}.
\]

### Is the second level really present?

The slowest candidate is \(n=2\), but it counts only if \(x_{12}\ne0\). The product of sines is a difference of cosines:

\[
x_{1n}=\frac1w\int_0^wx\left[\cos\frac{(n-1)\pi x}{w}-\cos\frac{(n+1)\pi x}{w}\right]dx .
\]

For a positive integer \(q\), integration by parts gives

\[
\int_0^wx\cos\frac{q\pi x}{w}\,dx=\frac{w^2}{q^2\pi^2}\left[(-1)^q-1\right],
\]

because the boundary term contains \(\sin q\pi=0\). For odd \(n>1\), both \(n-1\) and \(n+1\) are even and the element vanishes. For even \(n\),

\[
x_{1n}=-\frac{2w}{\pi^2}\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]
=-\frac{8nw}{\pi^2(n^2-1)^2}.
\]

Thus \(x_{12}=-16w/(9\pi^2)\), which is not zero, and

\[
\boxed{\xi=\frac1{\lambda_2-\lambda_1}=\frac{2Bw^2}{3\pi^2kT}}
\]

The factor 3 is \(2^2-1^2\). Numerically,

\[
\xi=\frac1{0.0102060-0.0025515}\ \text{nm}=\frac1{0.0076545}\ \text{nm}=130.6\ \text{nm}.
\]

The claim is right for the stated model.

## How good is a single exponential?

The variance \(C(0)\) follows directly from \(\phi_1^2\). With \(u=x-w/2\), we have \(2\sin^2(\pi x/w)=1+\cos(2\pi u/w)\), so

\[
C(0)=\frac1w\int_{-w/2}^{w/2}u^2\left[1+\cos\frac{2\pi u}{w}\right]du
=w^2\left(\frac1{12}-\frac1{2\pi^2}\right).
\]

The second term comes from two integrations by parts, in which only \(2u\cos(2\pi u/w)\,(w/2\pi)^2\) survives at the limits. The result is \(3.267\) nm², an rms displacement of 1.81 nm from the mid-line. The \(n=2\) term supplies 99.3 percent of this variance, so \(C(y)\) is close to one exponential even at short distances.

At very short distances the step should not feel the walls. To see this, write \(H=-D\,\partial_x^2\). The initial slope of \(C\) is

\[
-C'(0^+)=\sum_n(\lambda_n-\lambda_1)x_{1n}^2=\int_0^w x\phi_1\,(H-\lambda_1)(x\phi_1)\,dx .
\]

Since \((x\phi_1)''=x\phi_1''+2\phi_1'\), the last factor is \(-2D\phi_1'\), and

\[
-C'(0^+)=-D\int_0^wx\,(\phi_1^2)'\,dx=D\int_0^w\phi_1^2\,dx=D .
\]

The mean-square displacement \(2[C(0)-C(y)]\) therefore starts as \(2Dy=kTy/B\), the free-step law. At \(y=20\) nm the free law gives \(0.0517\times20=1.03\) nm², while the confined step has \(2(3.2673-2.7939)=0.95\) nm². The walls already hold it back slightly.

## Two checks from the definition

The first check uses a chain built from 20 nm pieces of the reflection kernel, with free ends 1000 nm beyond the two points. Computing the averages directly, without eigenvectors, gives \(C(140\ \text{nm})=1.1112\) nm² and \(C(260\ \text{nm})=0.4434\) nm². Hence

\[
\xi\simeq\frac{260-140}{\ln(1.1112/0.4434)}\ \text{nm}=130.6\ \text{nm}.
\]

The second check starts from the Gaussian slices and forbids positions outside the strip only at the slice ends. Slices with rms displacement \(\sigma=0.20\), 0.10 and 0.05 nm give \(\xi=136.8\), 133.7 and 132.2 nm. These values are too large because the path can stray outside between slice ends. For \(\sigma\ll w\), the only length that enters near a wall is \(\sigma\), so the strip is effectively widened by an amount proportional to \(\sigma\). Since \(\xi\propto w^2\), \(\sqrt\xi\) is then linear in \(\sigma\). Extrapolation from the two finest slices gives

\[
\left(2\sqrt{132.17}-\sqrt{133.71}\right)^2\ \text{nm}=130.6\ \text{nm}.
\]

## A different observable has a different length

Suppose one records the squared distance from the mid-line, \(u^2\), instead of \(x\). Under reflection about the mid-line, \(\phi_n\) is even for odd \(n\) and odd for even \(n\). The even quantity \(u^2\) therefore cannot connect \(n=1\) to \(n=2\). Its element with \(n=3\) is

\[
\int_0^w\phi_1u^2\phi_3\,dx=\frac1w\int_0^wu^2\left[\cos\frac{2\pi x}{w}-\cos\frac{4\pi x}{w}\right]dx
=\frac{w^2}{\pi^2}\left(\frac12-\frac18\right)=\frac{3w^2}{8\pi^2},
\]

which is not zero. The correlations of \(u^2\) decay over

\[
\frac1{\lambda_3-\lambda_1}=\frac{3}{8}\,\xi=49\ \text{nm},
\]

because \(3^2-1^2=8\) replaces 3. The long chain gives the same value. When \(\beta'(0)=0\), this length also governs how the influence of a free end dies out, so the interior formulas need points several times 49 nm from the ends. When \(\beta'(0)\ne0\), that influence dies out over \(\xi\) itself, and the points must be several times 131 nm from the ends.

## Reading the result

The form of \(\xi\) follows from wandering. A free step spreads by \(\sqrt{kTy/B}\), which reaches \(w\) when \(y=Bw^2/kT\). The eigenvalues supply the factor \(2/(3\pi^2)\). At fixed \(B\) and \(T\), doubling the wall separation makes \(\xi\) four times longer, and \(\xi\) diverges as \(w\to\infty\): a free step has no finite positional correlation length.

Over one correlation length the free rms displacement is

\[
\sqrt{\frac{kT\xi}{B}}=w\sqrt{\frac{2}{3\pi^2}}=2.6\ \text{nm},
\]

a typical slope of only 0.02. Over one atomic spacing of 0.35 nm, however, the same law gives \(\sqrt{0.0517\times0.35}=0.13\) nm, a slope near 0.4. The small-slope model is thus a coarse-grained description, and its atomic-scale error has to be estimated separately.

## Atomic rows and temperature

For that estimate, let the step advance by \(a=0.35\) nm at a time and jump \(j\) atomic rows of spacing \(b=0.303\) nm with weight \(z^{|j|}\), where \(z=e^{-\varepsilon/kT}\) and \(\varepsilon\) is the kink energy. These are rounded spacings of the Pb(111) surface, but the jump law is that of a rectangular lattice. On a close-packed face a kink also shifts the step by \(a/2\) along its length, so the kink energy fitted below belongs to this model and not to lead. Geometric sums give

\[
\sum_jz^{|j|}=\frac{1+z}{1-z},\qquad
\sum_jj^2z^{|j|}=\frac{2z(1+z)}{(1-z)^3},\qquad
\langle j^2\rangle=\frac{2z}{(1-z)^2}.
\]

Matching \(b^2\langle j^2\rangle\) to the continuum variance \(kTa/B\) at 300 K requires \(\varepsilon=0.064\) eV. With 32 allowed rows, the first forbidden rows are 10.003 nm apart. The lattice step then has \(\xi=132.9\) nm, against 130.7 nm from the continuum formula at that width, a difference of 1.7 percent. This figure depends on the jump law: if the step may jump at most one row at a time, with the same variance, the difference is only 0.2 percent. The placement of the walls matters more: one extra row in the width lengthens \(\xi\) by 6.2 percent in the continuum formula and by 6.1 percent on the lattice.

Temperature enters twice. At 310 K with \(B\) held fixed, the continuum formula gives 126.4 nm. If the kink energy is held fixed instead, the stiffness falls to 0.47 eV/nm, and the lattice value drops by 9.0 percent to 121 nm. This drop also depends on the jump law: with jumps of at most one row the fitted kink energy is 0.054 eV and the drop is 5.3 percent.

## The model beside a real surface

Steps on Pb(111) near room temperature are a suitable comparison, since their stiffness is roughly some tenths of an eV/nm. The value used here lies in that range but is not a measured result. On a real surface the walls would be neighbouring steps, and two assumptions are then in doubt. First, steps can repel elastically. Adding an energy \(A[1/x^2+1/(w-x)^2]\) per unit distance along \(y\), with assumed strengths \(A=0.001\) and 0.01 eV nm, reduces \(\xi\) to about 85 and 40 nm. These equal the hard-wall lengths for widths of about 8.0 and 5.5 nm. Second, neighbours move. A free neighbour of the same stiffness would wander 2.6 nm over one \(\xi\), a quarter of the strip width, so treating it as a fixed wall requires that it be pinned. Mobile neighbours do more than shift \(\xi\). Take \(N\) steps that cannot cross, at the same mean spacing of 5 nm, between fixed walls \(5(N+1)\) nm apart. Their joint weight vanishes where two steps meet, so it is built from antisymmetrized products of the sine functions of the wide strip, with levels 1 to \(N\) filled. The smallest gap is then \(\lambda_{N+1}-\lambda_N\) of that strip, which gives \(\xi=224\) nm for the middle step at \(N=3\) and 321 nm at \(N=5\), growing without bound as \(N\) increases. A wide train of free steps has no finite \(\xi\).

The figure of 131 nm therefore belongs to fixed walls that act by exclusion alone. Under those conditions the lattice models above shift it by less than 2 percent, and one row more or less in the width changes it by about 6 percent, whereas a repulsion of the assumed strengths shortens it by about one third to two thirds. The remaining computed values are in the numerical output.

## Computed results

```
Temperature: 300 K; thermal energy kT: 0.025852 eV
Stiffness B: 0.50 eV/nm; wall separation w: 10.0 nm
Free-step diffusivity kT/B: 0.05170 nm
Decay rate lambda_1: formula 0.0025515, image kernel 0.0025515 1/nm
Decay rate lambda_2: formula 0.0102060, image kernel 0.0102060 1/nm
Decay rate lambda_3: formula 0.0229634, image kernel 0.0229634 1/nm
Decay rate lambda_4: formula 0.0408238, image kernel 0.0408238 1/nm
Rate difference lambda_2 - lambda_1: 0.0076545 1/nm
Correlation length xi, formula: 130.64 nm
xi from image-kernel eigenvalues: 130.64 nm
xi from slices of spread 0.20 nm (length 0.7736 nm): 136.81 nm
xi from slices of spread 0.10 nm (length 0.1934 nm): 133.71 nm
xi from slices of spread 0.05 nm (length 0.0484 nm): 132.17 nm
xi from slices, extrapolated to zero length: 130.64 nm
Strip widening / slice spread: 1.165 (no unit)
Wrong length 1/lambda_1: 391.9 nm
Rms position about mid-line: 1.808 nm
Share of n=2 term in variance: 99.30 percent
C(y = 0 nm), long chain: 3.2673 nm^2
C(y = 20 nm), long chain: 2.7939 nm^2
C(y = 140 nm), long chain: 1.1112 nm^2
C(y = 260 nm), long chain: 0.4434 nm^2
xi from chain decay, 140 to 260 nm: 130.63 nm
Even-quantity length: chain 48.99 nm, formula 48.99 nm
Lattice spacings: along step 0.350 nm, rows 0.3031 nm
Lattice: allowed rows 32, wall separation 10.003 nm
Fitted kink energy: 0.0644 eV
Lattice xi at 300 K: 132.92 nm; continuum, same width: 130.71 nm
Lattice effect on xi: 1.69 percent
Effect of one more row in the width: 6.2 percent
Lattice xi at 310 K: 120.95 nm (-9.0 percent)
Kink-model stiffness at 310 K: 0.470 eV/nm
Continuum xi at 310 K, fixed B: 126.43 nm
xi with wall repulsion A = 0.001 eV nm: 84.5 nm (ratio 0.65)
xi with wall repulsion A = 0.010 eV nm: 40.1 nm (ratio 0.31)
Rms wandering of a free step over xi: 2.60 nm
```
